# Why Closed-Shell Stretching Misses the Si–C Cleavage Energy of Methylsilane

A fracture model for a carbon-doped oxide dielectric needs an energy for breaking a Si–C bond. With methylsilane, CH₃–SiH₃, as the model molecule, there are two ways to get it from Hartree–Fock theory. One can stretch the bond in a restricted Hartree–Fock (RHF) calculation and read off the plateau. Or one can compute the silyl and methyl radicals separately, as open-shell species, and subtract the energy of the intact molecule. In the calculation below the first route gives 9.7 eV and the second 3.3 eV. The choice decides whether the bond energy passed to the fracture model is of the right size at all.

## The belief and its appeal

The belief is that the two routes must agree: if the fragments are pulled far enough apart, the energy of the whole should become the sum of the energies of the parts.

Much speaks for it. RHF gives a reasonable equilibrium structure. Its stretching curve is smooth and levels off. The total spin is zero, as it may be for two radicals with opposite spins. Even the charges look right: with the fragments 50 nm apart, the relaxed RHF solution puts only 0.026 electrons fewer on methyl than a neutral methyl radical has (in the 6-31G* basis; in cc-pVTZ it is 0.010 electrons more, so only the smallness is meaningful, not the sign). Each fragment seems to have received its one electron, which is what homolytic cleavage means.

The flaw is that an average of one electron per fragment differs from one electron on each fragment. Two electrons that are both on carbon half of the time, and both on silicon the other half, give the same average.

## What the doubly occupied orbital contains

Let $\varphi_C$ and $\varphi_{Si}$ be the normalized, singly occupied orbitals of the two radicals. At large separation $R$ their overlap vanishes, and the bond orbital can be written

$$b=\sqrt{p}\,\varphi_C+\sqrt{1-p}\,\varphi_{Si},\qquad 0\le p\le 1 .$$

All other occupied orbitals are taken to sit on one fragment and to hold two electrons each. This is the closed-shell solution considered here; other closed-shell solutions are not excluded.

RHF puts both bond electrons, one of each spin, into $b$. Let $|xy|$ denote the determinant with the spin-up electron in $x$ and the spin-down electron in $y$, the other pairs being understood. Since a determinant is linear in each of its orbitals,

$$|bb|=p\,|CC|+(1-p)\,|Si\,Si|+\sqrt{p(1-p)}\,\bigl(|C\,Si|+|Si\,C|\bigr).$$

The last bracket is $\sqrt2$ times a normalized singlet with one electron on each fragment. Squaring the coefficients gives the weights:

- CH₃⁻ with SiH₃⁺: $p^2$
- CH₃⁺ with SiH₃⁻: $(1-p)^2$
- neutral singlet: $2p(1-p)$

They add up to $[p+(1-p)]^2=1$. At $p=1/2$ half of the wavefunction is ionic, however far apart the fragments are. The single number $p$ fixes all three weights, so the neutral part cannot be kept while the ionic parts are dropped.

## The energy of the plateau

Measure energies from the two separated radicals, each treated by restricted open-shell Hartree–Fock, and define

$$w_a=E(\mathrm{CH_3^-})+E(\mathrm{SiH_3^+})-E(\mathrm{CH_3})-E(\mathrm{SiH_3}),$$

$$w_b=E(\mathrm{CH_3^+})+E(\mathrm{SiH_3^-})-E(\mathrm{CH_3})-E(\mathrm{SiH_3}).$$

These are the costs of moving one electron from silyl to methyl, and from methyl to silyl, between infinitely distant fragments with the nuclei held fixed.

At large $R$ the Hamiltonian does not couple the three components. Every such matrix element moves at least one electron between the fragments and contains the product $\varphi_C\varphi_{Si}$, which vanishes with the overlap. The energy is therefore the weighted mean of the component energies. The neutral component contributes zero. Each ion pair has its transfer energy, lowered by the attraction $k/R$ of two opposite unit charges, with $k=e^2/(4\pi\varepsilon_0)$. To leading order in $1/R$,

$$\Delta E(p,R)=p^2\left(w_a-\frac{k}{R}\right)+(1-p)^2\left(w_b-\frac{k}{R}\right).$$

RHF chooses the $p$ of lowest energy. At infinite separation,

$$\frac{d\,\Delta E}{dp}=2p\,w_a-2(1-p)\,w_b=0
\quad\Rightarrow\quad p^*=\frac{w_b}{w_a+w_b}.$$

The second derivative, $2(w_a+w_b)$, is positive when both transfer energies are positive, so this is a minimum. With $1-p^*=w_a/(w_a+w_b)$,

$$\Delta E^*=\frac{w_b^2w_a+w_a^2w_b}{(w_a+w_b)^2}
=\frac{w_aw_b\,(w_a+w_b)}{(w_a+w_b)^2}
=\frac{w_aw_b}{w_a+w_b}.$$

This is positive: the plateau lies above the radicals.

Two limits show what the formula means. For equal fragments $w_a=w_b=w$ and the excess is $w/2$: half of the wavefunction pays the full transfer energy. For unequal fragments write $w_a=\bar w+d$ and $w_b=\bar w-d$. Then

$$\Delta E^*=\frac{\bar w^2-d^2}{2\bar w}=\frac{\bar w}{2}-\frac{d^2}{2\bar w},$$

so, at a fixed mean $\bar w$, a small difference between the two transfer energies changes the excess only in second order.

The result fails if a transfer energy is negative. Suppose $w_a<0$ and $w_b>0$. Then the derivative above is negative throughout $0\le p\le1$, the minimum moves to $p=1$, and the molecule separates into the ion pair at energy $w_a$, below the radicals. The sign of the excess thus rests on its costing energy to transfer an electron in either direction.

## Bounds when the orbitals relax

So far one set of orbitals served all components. A real RHF calculation adjusts its orbitals, and the formula then gives two bounds.

If $w_a$ and $w_b$ are computed with the radical orbitals left unchanged in the ions, $\Delta E^*$ is the energy of a permitted closed-shell determinant. The lowest RHF energy cannot lie above it, so this is an upper bound.

For the lower bound, take the relaxed RHF determinant and split it into the same three components. Each ionic component has at least the energy of the separately optimized ions, and the neutral one at least that of the optimized radicals. The excess is thus at least $p^2w_a+(1-p)^2w_b$ with optimized-ion values, and this in turn is at least its minimum over $p$.

## Numbers for methylsilane

The calculations use the 6-31G* basis. The fragments are rigid, with chosen lengths of 0.109 nm for C–H and 0.148 nm for Si–H, and with H–C–Si and H–Si–C angles of 110°. The RHF energy is lowest at a Si–C distance of 0.189 nm, and energies are counted from there. The last column is unrestricted Hartree–Fock (UHF), which lets the two spins occupy different orbitals.

| $R$ (nm) | RHF (eV) | UHF (eV) |
|---:|---:|---:|
| 0.25 | 1.707 | 1.707 |
| 0.35 | 4.949 | 3.118 |
| 0.60 | 8.187 | 3.218 |
| 1.00 | 8.915 | 3.220 |
| 5.00 | 9.549 | 3.220 |
| 50.00 | 9.681 | 3.220 |

The remaining Coulomb tail adds 0.014 eV to the last RHF value, so the plateau is at 9.695 eV. The restricted open-shell radicals lie at 3.322 eV. The excess is

$$9.695-3.322=6.373\ \text{eV},$$

and the plateau is 2.9 times the open-shell cleavage energy. The digits belong to this basis: in cc-pVTZ at the same geometry the plateau is 9.53 eV, the radicals lie at 3.30 eV and the excess is 6.23 eV, while the ratio stays 2.9.

The optimized ions give $w_a=10.843$ eV and $w_b=10.433$ eV, hence a lower bound of

$$\frac{10.843\times10.433}{10.843+10.433}=5.317\ \text{eV}.$$

Here $\bar w/2=5.319$ eV, so the difference between the fragments matters by just 0.002 eV. With frozen radical orbitals the transfer energies are 13.864 and 13.469 eV, and the upper bound is 6.832 eV. The computed excess lies between the two, nearer the upper one. Relaxing the common orbitals thus recovers 0.459 eV of the 1.515 eV between the bounds. The lower bound is in general not reached, because it allows anion, cation and radical their own orbitals, whereas RHF has a single set for all three.

Stopping the stretch earlier does not rescue the method. At 0.35 nm the RHF curve is already above the open-shell cleavage energy. The force is affected too: between 0.25 and 0.35 nm the mean restoring force is $(4.949-1.707)/0.10\approx32$ eV/nm in RHF, against $(3.118-1.707)/0.10\approx14$ eV/nm in UHF. A cohesive strength is a different matter: it is set by the largest force, which this coarse table does not locate. On a finer grid the RHF force peaks near 0.25 nm at about 38 eV/nm, and the UHF curve leaves the RHF one only near 0.256 nm. In this basis both therefore give the same peak force, though with little margin.

## A tail that betrays the ions

The RHF curve still rises between 5 and 50 nm, where two neutral radicals should hardly notice each other. Let $\delta=2p-1$ be the number of extra electrons on methyl. Then $p=(1+\delta)/2$, and the total ionic weight is

$$p^2+(1-p)^2=\frac{(1+\delta)^2+(1-\delta)^2}{4}=\frac{1+\delta^2}{2}.$$

Because the energy is stationary in $p$, the small change of $p$ with distance enters only in second order. The leading tail is therefore

$$-\frac{1+\delta^2}{2}\,\frac{k}{R}.$$

With $\delta=-0.026$ the ionic weight is 0.500. The formula predicts a rise of 0.130 eV from 5 to 50 nm; the RHF calculation gives 0.132 eV. The average charges alone would give an attraction $\delta^2k/R$, smaller by a factor of several hundred. The tail thus reveals the ion pairs that the average charges conceal.

## The constraint is at fault, not the singlet

It might be thought that a singlet state as such forces the high limit. It does not. For $p=1/2$ take the antibonding orbital $a=(\varphi_C-\varphi_{Si})/\sqrt2$. Its doubly occupied determinant is

$$|aa|=\tfrac12\bigl(|CC|+|Si\,Si|-|C\,Si|-|Si\,C|\bigr),$$

and subtracting it from $|bb|$ leaves

$$|bb|-|aa|=|C\,Si|+|Si\,C| .$$

The ionic parts cancel and a pure neutral singlet remains. One closed-shell determinant cannot do this; two can. When the two ionic configurations and the neutral one are allowed to mix freely, in the radical orbitals and at 50 nm, the lowest singlet energy agrees with the restricted radical sum to better than 0.001 meV.

UHF also removes the ionic parts, by putting the spin-up electron on one fragment and the spin-down electron on the other. The price is the spin: $|C\,Si|$ is an equal mixture of singlet and triplet. Its limit, 3.220 eV, is 0.10 eV below the restricted radicals because all orbitals of each radical may now differ between the spins.

## How good is the open-shell number?

The second route has the right dissociation products, but it is still Hartree–Fock. Coupled-cluster theory with single, double and perturbative triple excitations, CCSD(T), with frozen cores and in the same basis and geometry, gives 4.072 eV. Relative to this reference the open-shell cleavage energy is 0.75 eV too low, while the RHF plateau is 5.62 eV too high.

The reference is not converged in the basis: the second-order perturbation (MP2) cleavage energy rises by 0.18 eV from 6-31G* to cc-pVTZ, which suggests about 4.25 eV for CCSD(T). Against that value the cc-pVTZ open-shell energy is about 1.0 eV too low and the plateau about 5.3 eV too high. The other effects estimated here are smaller than these two errors. Letting methyl become flat at fixed C–H length lowers the cleavage energy by 0.23 eV, and adjusting the silyl angle lowers it by 0.01 eV, both at the restricted open-shell level. The zero-point energy of the Si–C stretch alone is 0.05 eV. The full zero-point correction is expected to be several times larger, because five further vibrations are lost on cleavage and others change; it is not included here. At 378 K, $k_BT$ is 0.03 eV. Anions are sensitive to diffuse functions, so the bounds were recomputed with aug-cc-pVDZ on carbon and silicon and cc-pVDZ on hydrogen. They become 4.95 and 6.75 eV, and the conclusion stands.

For a low-k film, take a rough density of 5 broken bonds per nm². One eV per bond is then 0.80 J/m², and the RHF plateau, the open-shell radicals and CCSD(T) correspond to 7.8, 2.7 and 3.3 J/m². Fracture energies of carbon-doped oxides are, roughly, a few J/m², so the RHF error alone is as large as the quantity sought. None of the three values predicts a toughness. A terminal methyl group carries no network load, and a real crack also cuts Si–O bonds, may be helped by water and may dissipate energy plastically; these effects are not estimated here. Porosity can be: if a flat crack crosses 30% pore area, the bond density and all three energies fall by 30%, the CCSD(T) value to 2.3 J/m². That changes the scale but leaves the ratio of 2.9 between the two Hartree–Fock routes untouched.
